**Dipole form factor, exponential density and two shapes of equal radius**

The program tests that the dipole $G(q)=(1+q^2/\Lambda^2)^{-2}$ and the density $\Lambda^3e^{-\Lambda r}/(8\pi)$ are Fourier partners with $\langle r^2\rangle=12/\Lambda^2$. Here $q$ is the momentum transfer and $\Lambda$ the dipole parameter, both as inverse lengths, and $R$ is the root-mean-square radius. For the exponential, Gaussian and Yukawa densities of equal $R$, it asserts that radial quadrature reproduces the normalization, the second and fourth moments and the form factors at four momenta. It also asserts that numerical inverse transforms recover the densities at three radii, and that the small-$q$ coefficients and the charge inside $R$ agree with the formulas. The order Gaussian, exponential, Yukawa is asserted on a grid of momenta up to $3\Lambda$, and the large-$q$ tails are compared with their limits at $20\Lambda$. The output gives $R=8.11\times10^{-6}$ Å, or 0.81 fm, for $(c\Lambda)^2=7.1\times10^{17}$ eV². It shows form factors that nearly coincide at $cq=10^8$ eV and differ strongly at $2\times10^9$ eV.

## Check in Python

```python
"""Result under test: the dipole form factor G(q) = (1 + q^2/L^2)^(-2) is the
Fourier transform of the density L^3 exp(-L r)/(8 pi), with <r^2> = 12/L^2.
It is compared with Gaussian and Yukawa densities of the same rms radius R.
L: dipole parameter as an inverse length; q: momentum transfer as an inverse
length; mu: Yukawa parameter. Lengths are in angstrom, energies in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erf

hbar_c = const.hbar * const.c / const.e * 1e10
lambda_squared = 0.71e18
lambda_energy = np.sqrt(lambda_squared)
L = lambda_energy / hbar_c
R = np.sqrt(12.0) / L
mu = L / np.sqrt(2.0)

density = {
    "Gaussian": lambda r: (1.5 / (np.pi * R**2))**1.5
    * np.exp(-1.5 * (r / R)**2),
    "exponential": lambda r: L**3 * np.exp(-L * r) / (8 * np.pi),
    "Yukawa": lambda r: mu**2 * np.exp(-mu * r) / (4 * np.pi * r),
}
form_factor = {
    "Gaussian": lambda q: np.exp(-(q * R)**2 / 6),
    "exponential": lambda q: (1 + (q / L)**2)**(-2),
    "Yukawa": lambda q: 1 / (1 + (q / mu)**2),
}
fourth_moment = {"Gaussian": 240 / L**4, "exponential": 360 / L**4,
                 "Yukawa": 480 / L**4}
t, s = np.sqrt(12.0), np.sqrt(6.0)
charge_inside = {
    "Gaussian": erf(np.sqrt(1.5)) - np.sqrt(6 / np.pi) * np.exp(-1.5),
    "exponential": 1 - np.exp(-t) * (1 + t + t**2 / 2),
    "Yukawa": 1 - np.exp(-s) * (1 + s),
}

# Radial quadrature; the densities are negligible beyond 30 R.
nodes, weights = np.polynomial.legendre.leggauss(2000)
radius = 15 * R * (nodes + 1)
radial_weight = 15 * R * weights * 4 * np.pi * radius**2


def moment(name, power):
    return np.sum(radial_weight * density[name](radius) * radius**power)


def transform(name, q):
    kernel = np.sinc(q * radius / np.pi)
    return np.sum(radial_weight * density[name](radius) * kernel)


q_energies = np.array([1e8, 3e8, 1e9, 2e9])
q_values = q_energies / hbar_c
log_slope = {}
for name in density:
    # Normalization, moments and form factors from the densities.
    assert abs(moment(name, 0) - 1) < 1e-10
    assert abs(moment(name, 2) * L**2 / 12 - 1) < 1e-10
    assert abs(moment(name, 4) / fourth_moment[name] - 1) < 1e-10
    for q in q_values:
        assert abs(transform(name, q) - form_factor[name](q)) < 1e-10

    # Densities recovered from the form factors by the inverse transform.
    for scaled_r in (0.5, 1.0, 2.0):
        integral = quad(lambda k: k * form_factor[name](k / R), 0, np.inf,
                        weight="sin", wvar=scaled_r, limlst=100)[0]
        recovered = integral / (2 * np.pi**2 * scaled_r)
        assert abs(recovered - density[name](scaled_r * R) * R**3) < 1e-6

    # Small-q coefficients, extrapolated to q = 0 from two momenta.
    slopes, curvatures = [], []
    for scaled_q in (0.2, 0.1):
        g = transform(name, scaled_q / R)
        slopes.append(6 * (1 - g) / scaled_q**2)
        curvatures.append((g - 1 + scaled_q**2 / 6) / scaled_q**4)
    slope = (4 * slopes[1] - slopes[0]) / 3
    curvature = (4 * curvatures[1] - curvatures[0]) / 3
    assert abs(slope - 1) < 1e-4
    expected = fourth_moment[name] / (120 * R**4)
    assert abs(curvature / expected - 1) < 1e-3

    # Charge within the rms radius, by adaptive quadrature.
    inside = quad(lambda u: 4 * np.pi * u**2 * R**3 * density[name](u * R),
                  0, 1)[0]
    assert abs(inside - charge_inside[name]) < 1e-9

# Ordering of the form factors at equal rms radius.
for q in np.linspace(0.1, 3, 30) * L:
    assert (transform("Gaussian", q) < transform("exponential", q)
            < transform("Yukawa", q))

# Large-q tails; finite-q corrections are below one percent at q = 20 L.
q_high = 20 * L
step = 1e-3 * R
rho = density["exponential"]
cusp = (-3 * rho(0.0) + 4 * rho(step) - rho(2 * step)) / (2 * step)
tail = q_high**4 * transform("exponential", q_high)
assert abs(tail / (-8 * np.pi * cusp) - 1) < 0.01
assert abs(tail / L**4 - 1) < 0.01
assert abs(q_high**2 * transform("Yukawa", q_high) / mu**2 - 1) < 0.01
assert abs(transform("Gaussian", q_high)) < 1e-12
for name, power in (("exponential", -4), ("Yukawa", -2)):
    ratio = transform(name, q_high) / transform(name, q_high / 2)
    log_slope[name] = np.log(ratio) / np.log(2)
    assert abs(log_slope[name] - power) < 0.05

proton_length = const.hbar / (const.m_p * const.c) * 1e10
print(f"hbar c = {hbar_c:.3f} eV angstrom")
print(f"(c Lambda)^2 = {lambda_squared:.3e} eV^2")
print(f"c Lambda = {lambda_energy:.4e} eV")
print(f"Lambda as inverse length = {L:.4e} 1/angstrom")
print(f"dipole <r^2>, by quadrature = {moment('exponential', 2):.4e} angstrom^2")
print(f"dipole rms radius R = {R:.4e} angstrom = {R * 1e5:.4f} fm")
print(f"exponential decay length 1/Lambda = {1 / L:.4e} angstrom")
print(f"matched Yukawa c mu = {mu * hbar_c:.4e} eV")
print(f"proton reduced Compton length = {proton_length:.4e} angstrom")
print(f"Compton length / R = {proton_length / R:.4f} (no unit)")
print("Form factors at equal R (no unit): Gaussian, exponential, Yukawa")
for energy, q in zip(q_energies, q_values):
    row = ", ".join(f"{form_factor[name](q):.5f}" for name in density)
    print(f"  c q = {energy:.1e} eV: {row}")
print("Densities in 1/angstrom^3: Gaussian, exponential, Yukawa")
for scaled_r in (0.1, 1.0, 3.0):
    row = ", ".join(f"{density[name](scaled_r * R):.3e}" for name in density)
    print(f"  r = {scaled_r:.1f} R: {row}")
for name in density:
    print(f"{name}: <r^4> = {moment(name, 4):.4e} angstrom^4")
    print(f"{name}: charge fraction inside R = {charge_inside[name]:.4f}")
for name, value in log_slope.items():
    print(f"{name}: d ln G/d ln q from 10 to 20 Lambda = {value:.3f}")
print("all tests passed")
```

Running it gives:

```
hbar c = 1973.270 eV angstrom
(c Lambda)^2 = 7.100e+17 eV^2
c Lambda = 8.4261e+08 eV
Lambda as inverse length = 4.2701e+05 1/angstrom
dipole <r^2>, by quadrature = 6.5811e-11 angstrom^2
dipole rms radius R = 8.1124e-06 angstrom = 0.8112 fm
exponential decay length 1/Lambda = 2.3418e-06 angstrom
matched Yukawa c mu = 5.9582e+08 eV
proton reduced Compton length = 2.1031e-06 angstrom
Compton length / R = 0.2592 (no unit)
Form factors at equal R (no unit): Gaussian, exponential, Yukawa
  c q = 1.0e+08 eV: 0.97222, 0.97242, 0.97260
  c q = 3.0e+08 eV: 0.77606, 0.78766, 0.79775
  c q = 1.0e+09 eV: 0.05979, 0.17239, 0.26199
  c q = 2.0e+09 eV: 0.00001, 0.02272, 0.08152
Densities in 1/angstrom^3: Gaussian, exponential, Yukawa
  r = 0.1 R: 6.088e+14, 2.191e+15, 7.000e+15
  r = 1.0 R: 1.379e+14, 9.697e+13, 7.721e+13
  r = 3.0 R: 8.472e+08, 9.501e+10, 1.919e+11
Gaussian: <r^4> = 7.2184e-21 angstrom^4
Gaussian: charge fraction inside R = 0.6084
exponential: <r^4> = 1.0828e-20 angstrom^4
exponential: charge fraction inside R = 0.6725
Yukawa: <r^4> = 1.4437e-20 angstrom^4
Yukawa: charge fraction inside R = 0.7022
exponential: d ln G/d ln q from 10 to 20 Lambda = -3.978
Yukawa: d ln G/d ln q from 10 to 20 Lambda = -1.995
all tests passed
```
